\section*{Mid-gap end states of a chain with alternating hoppings}

\section{Which cut leaves a state in the gap}

\textbf{Q.} A broken bond in a semiconductor is said to put a level into the gap. Suppose I take a chain, remove one bond and keep the piece on the right. I do not see why a level must appear, or why it should sit in the middle. What exactly is your chain?

\textbf{A.} It is a row of orthonormal orbitals $|n\rangle$, $n=1,2,3,\dots$, all with the same energy, which I take as the zero of energy. Each orbital couples only to its two neighbours. The hoppings are real, nonzero, and alternate:
\begin{equation}
H=\sum_{m\ge1}\Big(t_1|2m-1\rangle\langle 2m|+t_2|2m\rangle\langle 2m+1|+\text{h.c.}\Big),
\label{eq:H}
\end{equation}
where h.c. denotes the Hermitian conjugate. Bonds 1--2, 3--4 and so on have hopping $t_1$; bonds 2--3, 4--5 and so on have hopping $t_2$. In the uncut chain, site 1 was joined to a site 0 by a bond of type $t_2$. That is the bond you removed. ``Strong'' and ``weak'' refer to the magnitudes of the hoppings. This is a one-electron model without interactions between electrons.

\textbf{Q.} In a row of identical atoms all bonds are alike. Where would alternating hoppings come from?

\textbf{A.} A site need not be an atom. Give each atom one $s$ and one $p$ orbital, with energies $\epsilon_s<\epsilon_p$, and form two hybrids that point along the chain in opposite directions:
\begin{equation}
|h_\pm\rangle=\frac{|s\rangle\pm|p\rangle}{\sqrt2}.
\end{equation}
The atomic Hamiltonian is diagonal in $s$ and $p$, so the cross terms between them vanish and
\begin{align}
\langle h_\pm|H|h_\pm\rangle&=\frac{\epsilon_s+\epsilon_p}{2},\\
\langle h_+|H|h_-\rangle&=\frac{\epsilon_s-\epsilon_p}{2}.
\end{align}
The hybrids have equal energies, and they are coupled within the atom. If, between atoms, only the two hybrids that face each other couple, the hybrids form a chain with alternating hoppings. One hopping is the coupling inside an atom and the other is the covalent bond. With $\epsilon_s=-1.00$ eV and $\epsilon_p=1.00$ eV the inner coupling has magnitude $(1.00+1.00)/2=1.00$ eV. Cutting between two atoms removes a covalent bond and leaves a hybrid without a partner, which is a dangling bond.

\textbf{Q.} That inner coupling is negative. Will its sign matter?

\textbf{A.} Not for energies or weights. Replace $|n\rangle$ by $s_n|n\rangle$ with $s_n=\pm1$. The hopping $\tau_n$ between $n$ and $n+1$ becomes $s_ns_{n+1}\tau_n$. Start with $s_1=1$ and choose each $s_{n+1}$ in turn so that this product is positive. An open chain has no closed loop that could make the choices conflict. Signs of amplitudes do change under this replacement, so I shall keep general signs where amplitudes are derived.

\textbf{Q.} You speak of a middle of the gap. Show me the gap first.

\textbf{A.} Group sites $2m-1$ and $2m$ into cell $m$, with amplitudes $A_m$ and $B_m$. In the uncut chain the equation $H\psi=E\psi$ reads
\begin{align}
EA_m&=t_1B_m+t_2B_{m-1},\label{eq:A}\\
EB_m&=t_1A_m+t_2A_{m+1}.\label{eq:B}
\end{align}
Each line collects the amplitudes of the two neighbours. For a Bloch state, $A_m=a\,e^{ikm}$ and $B_m=b\,e^{ikm}$, so
\begin{equation}
Ea=(t_1+t_2e^{-ik})b,\qquad Eb=(t_1+t_2e^{ik})a.
\end{equation}
Multiply the first equation by $E$ and insert the second:
\begin{align}
E^2&=(t_1+t_2e^{-ik})(t_1+t_2e^{ik})\nonumber\\
&=t_1^2+t_2^2+2t_1t_2\cos k.
\label{eq:bulk}
\end{align}
Since $\cos k$ runs from $-1$ to $1$, the two bands fill
\begin{equation}
\big||t_2|-|t_1|\big|\le|E|\le|t_1|+|t_2|.
\label{eq:bands}
\end{equation}
The gap is centred at zero and has width $2\big||t_2|-|t_1|\big|$. For hoppings of 1.0 and 2.5 eV, the inner edges are at $\pm1.5$ eV, the outer edges at $\pm3.5$ eV, and the gap is 3.0 eV. Exchanging the two hoppings leaves all of this unchanged.

\textbf{Q.} Then the bulk cannot tell me which bond was cut. Why should the end care?

\textbf{A.} Look at two limits. If $t_1=0$, site 1 is coupled to nothing and has energy zero, while all other sites form pairs with energies $\pm t_2$. If instead $t_2=0$, site 1 is paired with site 2, every pair has energies $\pm t_1$, and nothing is left at zero. In the first limit you cut the strong bond; in the second, the weak one.

\textbf{Q.} Those are limits with one hopping switched off. With both present, the lone orbital could spread into the chain and dissolve. What are the equations at the end?

\textbf{A.} Equations \eqref{eq:A} and \eqref{eq:B} still hold for all $m\ge1$, except that site 1 has lost its left neighbour. Its equation is $EA_1=t_1B_1$. This is \eqref{eq:A} at $m=1$ if one sets
\begin{equation}
B_0=0.
\label{eq:cut}
\end{equation}
The cut is now a boundary condition. A state bound to the end is a nonzero solution with finite $\sum_m(A_m^2+B_m^2)$. The matrix is real, so real amplitudes suffice.

\textbf{Q.} Suppose such a state exists at some energy other than zero. Can you rule it out, or do you merely fail to find it?

\textbf{A.} It can be ruled out. Let $E\ne0$. Multiply \eqref{eq:B} by $E$ and replace $EA_m$ and $EA_{m+1}$ by means of \eqref{eq:A}:
\begin{align}
E^2B_m&=t_1(t_1B_m+t_2B_{m-1})\nonumber\\
&\quad+t_2(t_1B_{m+1}+t_2B_m).
\end{align}
Collecting terms gives, for every $m\ge1$,
\begin{equation}
(E^2-t_1^2-t_2^2)B_m=t_1t_2(B_{m+1}+B_{m-1}).
\label{eq:rec}
\end{equation}
A trial solution $B_m=\lambda^m$ requires
\begin{equation}
\lambda+\frac1\lambda=\frac{E^2-t_1^2-t_2^2}{t_1t_2}.
\label{eq:lambda}
\end{equation}
If $\lambda$ is a root, so is $1/\lambda$. When the two differ, the general solution is $c\lambda^m+d\lambda^{-m}$, and $B_0=0$ forces $d=-c$:
\begin{equation}
B_m=c(\lambda^m-\lambda^{-m}).
\end{equation}
If $|\lambda|\ne1$, one term grows without limit while the other decays, so the sum of squares diverges unless $c=0$.

\textbf{Q.} And if $|\lambda|=1$?

\textbf{A.} Write $\lambda=e^{i\theta}$ with $\sin\theta\ne0$. Then $B_m$ is proportional to $\sin m\theta$. A finite sum of squares would need $\sin m\theta\to0$. But
\begin{equation}
\sin(m+1)\theta=\sin m\theta\cos\theta+\cos m\theta\sin\theta,
\end{equation}
so $\cos m\theta$ would also have to tend to zero. That contradicts $\sin^2m\theta+\cos^2m\theta=1$. The remaining case is a double root, $\lambda=\pm1$, for which the general solution is $(c+dm)(\pm1)^m$. The condition $B_0=0$ gives $c=0$, and $dm(\pm1)^m$ grows unless $d=0$.

In every case $B_m=0$ for all $m$. Equation \eqref{eq:A} then reads $EA_m=0$, and $E\ne0$ gives $A_m=0$. No bound state exists away from zero energy, neither in the gap nor outside the bands.

\textbf{Q.} So the middle of the gap is the last place left. Does a state exist there?

\textbf{A.} At $E=0$ the two sublattices separate:
\begin{align}
t_1B_m+t_2B_{m-1}&=0,\\
t_1A_m+t_2A_{m+1}&=0.
\end{align}
From $B_0=0$ the first line gives $B_1=0$, then $B_2=0$, and so on. The second line gives
\begin{equation}
A_{m+1}=-\frac{t_1}{t_2}A_m,\qquad
A_m=\Big(-\frac{t_1}{t_2}\Big)^{m-1}A_1.
\label{eq:decay}
\end{equation}
With $r=|t_1/t_2|$, the sum of squares is $A_1^2\sum_{m\ge1}r^{2(m-1)}$. It is finite if and only if $r<1$, that is, if and only if
\begin{equation}
|t_2|>|t_1|.
\label{eq:condition}
\end{equation}
The removed bond had hopping $t_2$. The bound state therefore exists exactly when the strong bond was cut. It is unique apart from normalization, because $A_1$ fixes every other amplitude.

\textbf{Q.} Why does the lone orbital not dissolve, in physical terms?

\textbf{A.} At zero energy, the amplitudes arriving at each even site from its two sides must cancel. Site 2 receives $t_1A_1$ from the left and $t_2A_2$ from the right. If the bond on the right is the stronger one, a smaller amplitude on site 3 cancels the larger one on site 1. The same balance at site 4 makes the amplitude on site 5 smaller again. If the bond on the right is the weaker one, each cancellation needs a larger amplitude than the last, and the solution grows into the chain.

\textbf{Q.} Then the amplitude falls by the hopping ratio from each site to the next?

\textbf{A.} No, from each cell to the next. Even sites carry nothing, and odd sites change by the factor $-t_1/t_2$ per two sites. Normalization gives
\begin{equation}
1=A_1^2\sum_{m=1}^{\infty}r^{2(m-1)}=\frac{A_1^2}{1-r^2},
\end{equation}
so the weight in cell $m$ is
\begin{equation}
A_m^2=(1-r^2)\,r^{2(m-1)}.
\label{eq:weight}
\end{equation}
Writing $r^m=e^{-m/\xi}$ defines an amplitude decay length $\xi=1/\ln(1/r)$, measured in cells.

\textbf{Q.} Put in numbers.

\textbf{A.} Take $t_1=1.0$ eV and $t_2=2.5$ eV as round model values. Then $r=1.0/2.5=0.40$. The end site has weight $1-0.40^2=0.84$ and amplitude $\sqrt{0.84}=0.917$. Multiplying repeatedly by $-0.40$ gives $-0.367$ on site 3, $0.147$ on site 5 and $-0.059$ on site 7. The first two cells hold $0.840+0.134=0.974$ of the weight. The decay length is $1/\ln2.5=1.09$ cells.

Diagonalizing a chain of 401 sites gives the same amplitudes. With an odd number of sites, the last bond present is of type $t_2$, so the far end is cut at the weak bond and binds nothing. After exchanging the hoppings, a chain of 400 sites is cut at the weak bond at both ends. Its level closest to zero lies at $|E|=1.5002$ eV, outside the gap.

\textbf{Q.} What happens when the two hoppings become equal?

\textbf{A.} The gap closes and $r=1$, so the zero-energy solution no longer decays. In a finite chain with an odd number $N$ of sites, it has equal weight on all $(N+1)/2$ odd sites. The end weight is therefore $2/(N+1)$: $2/102=0.0196$ for 101 sites and $2/402=0.0050$ for 401 sites. It vanishes as the chain grows. Approaching this point from the side of a strong cut, $\xi$ diverges and the end weight $1-r^2$ tends to zero.

\section{The weight on the end orbital and the effect of shifting it}

\textbf{Q.} Before I object further, fix what we have. Which symbols and results do you carry over?

\textbf{A.} Cell $m$ holds amplitude $A_m$ on site $2m-1$ and $B_m$ on site $2m$. The hopping is $t_1$ inside a cell and $t_2$ between cells, and the removed bond was of type $t_2$. All orbital energies are zero. A bound state exists if and only if $|t_2|>|t_1|$, a strong cut. It lies at $E=0$, lives on odd sites, changes by $-t_1/t_2$ per cell, and has weight $1-r^2$ on site 1, with $r=|t_1/t_2|$. The bands fill $\big||t_2|-|t_1|\big|\le|E|\le|t_1|+|t_2|$. From here on I choose orbital signs so that $t_1,t_2>0$.

\textbf{Q.} Your end weight came from solving for the wave function. Can it be obtained without assuming its form?

\textbf{A.} Yes, from the response of the end orbital. Define $G(z)=\langle1|(z-H)^{-1}|1\rangle$ for complex $z$. It is the first component of the vector $\psi$ that solves $(z-H)\psi=|1\rangle$. The first row of this equation is
\begin{equation}
z\psi_1-t_1\psi_2=1.
\end{equation}
The other rows describe the chain that begins at site 2, driven by $t_1\psi_1$ at its first site. If $F$ is the end response of that shorter chain, then $\psi_2=Ft_1\psi_1$, and
\begin{equation}
G=\frac{1}{z-t_1^2F}.
\end{equation}
The same step applied to the chain beginning at site 2 removes a bond $t_2$. What remains begins at site 3 and is identical to the original chain, so
\begin{equation}
F=\frac{1}{z-t_2^2G}.
\end{equation}
Insert $F$ into $G(z-t_1^2F)=1$ and multiply by $z-t_2^2G$:
\begin{equation}
G\big[z(z-t_2^2G)-t_1^2\big]=z-t_2^2G.
\end{equation}
Moving all terms to one side gives
\begin{equation}
t_2^2zG^2-(z^2-t_1^2+t_2^2)G+z=0.
\label{eq:G}
\end{equation}

\textbf{Q.} A quadratic has two roots. How do you know which one is physical?

\textbf{A.} Set $z=i\eta$ with $\eta>0$ and let $w=zG$. A state of energy $E$ with weight $p$ on site 1 contributes
\begin{equation}
p\,\frac{i\eta}{i\eta-E}=p\,\frac{\eta^2-i\eta E}{\eta^2+E^2}
\end{equation}
to $w$. Reversing the sign of every $B_m$ turns a state of energy $E$ into one of energy $-E$ with the same weight on site 1. The imaginary parts cancel in pairs, so $w$ is real and positive. As $\eta\to0$, all contributions with $E\ne0$ vanish, and $w$ becomes the weight of the zero-energy state on site 1.

Multiply \eqref{eq:G} by $z$ and use $z^2=-\eta^2$:
\begin{equation}
t_2^2w^2-(t_2^2-t_1^2-\eta^2)w-\eta^2=0.
\end{equation}
The product of the roots is $-\eta^2/t_2^2<0$, so exactly one root is positive, and that is the physical one. As $\eta\to0$ the two roots tend to $0$ and $1-t_1^2/t_2^2$. For $t_2>t_1$ the second limit is positive, so the positive root tends to $1-r^2$. For $t_2<t_1$ the second limit is negative, so the positive root tends to $0$. Iterating the two relations for $G$ and $F$ numerically gives 0.840 for the strong cut and 0.000 for the weak cut with our hoppings.

\textbf{Q.} Now my main objection. An orbital at a broken bond has different surroundings from one in the bulk. Why should its energy still be zero?

\textbf{A.} In general it need not be. Let the end orbital have energy $U\ne0$. The equation for site 1 becomes
\begin{equation}
EA_1=UA_1+t_1B_1,
\label{eq:first}
\end{equation}
and all others stay as they were.

\textbf{Q.} Could the state remain exactly at zero?

\textbf{A.} No. At $E=0$ the equations for even sites give $A_{m+1}=-(t_1/t_2)A_m$. Those for odd sites beyond the first give $B_m=-(t_2/t_1)B_{m-1}$ for $m\ge2$. Equation \eqref{eq:first} gives $B_1=-UA_1/t_1$, so $A_1$ and $B_1$ are both nonzero or both zero. If they are nonzero, a normalizable state needs $t_1<t_2$ for $A$ and $t_2<t_1$ for $B$, which is impossible. If they are zero, every amplitude vanishes.

\textbf{Q.} Then where does it go?

\textbf{A.} Take $E\ne0$. Away from the end, the elimination of $A$ works as before, and the decaying solution is $B_m=b\lambda^{m-1}$ with $0<|\lambda|<1$. For $m\ge2$, the equation for $A_m$ shows that $A_m=a\lambda^{m-1}$ with
\begin{equation}
Ea=\Big(t_1+\frac{t_2}{\lambda}\Big)b.
\label{eq:ea}
\end{equation}
The equation for $B_m$ with $m\ge2$ then gives
\begin{equation}
Eb=(t_1+t_2\lambda)a.
\label{eq:eb}
\end{equation}
At $m=1$ it reads $Eb=t_1A_1+t_2\lambda a$, and comparison with \eqref{eq:eb} yields $A_1=a$. The end site thus follows the same pattern. Equation \eqref{eq:first} becomes $Ea=Ua+t_1b$. Subtracting this from \eqref{eq:ea} gives
\begin{equation}
0=\frac{t_2}{\lambda}b-Ua,\qquad b=\frac{U\lambda}{t_2}a.
\end{equation}
Putting this $b$ back into $Ea=Ua+t_1b$ gives the energy:
\begin{equation}
E=U\Big(1+\frac{t_1}{t_2}\lambda\Big).
\label{eq:energy}
\end{equation}
Finally, insert $b$ and $E$ into \eqref{eq:eb} and divide by $a$:
\begin{equation}
\frac{U^2\lambda}{t_2}\Big(1+\frac{t_1}{t_2}\lambda\Big)=t_1+t_2\lambda.
\end{equation}
Multiplication by $t_2^2$ and rearrangement lead to
\begin{equation}
f(\lambda)=U^2t_1\lambda^2+t_2(U^2-t_2^2)\lambda-t_1t_2^2=0.
\label{eq:f}
\end{equation}
Conversely, a root with $|\lambda|<1$ satisfies all the site equations and gives a bound state.

\textbf{Q.} How many such roots are there, and which belong to the gap?

\textbf{A.} The leading coefficient is positive and $f(0)=-t_1t_2^2$ is negative. There is therefore one positive and one negative root. At the limits of the allowed range,
\begin{align}
f(1)&=(U^2-t_2^2)(t_1+t_2),\\
f(-1)&=(U^2-t_2^2)(t_1-t_2).
\end{align}
The positive root is below 1 if and only if $f(1)>0$, that is, $|U|>t_2$. The negative root is above $-1$ if and only if $f(-1)>0$. That requires $|U|<t_2$ for a strong cut and $|U|>t_2$ for a weak one.

The relation between $\lambda$ and $E$ in the bulk of the chain is
\begin{equation}
E^2=t_1^2+t_2^2+t_1t_2\Big(\lambda+\frac1\lambda\Big).
\end{equation}
For $-1<\lambda<0$ the bracket is below $-2$, so $E^2<(t_1-t_2)^2$ and the state is in the gap. For $0<\lambda<1$ the bracket exceeds 2, and the state lies beyond the outer band edges.

\textbf{Q.} So a weak cut can produce a gap state after all. Does that not spoil your rule?

\textbf{A.} It limits the rule to what was shown. With an unshifted end orbital and unchanged hoppings, a weak cut gives no bound state at all. With a shift larger than $t_2$ it gives one in the gap, but not at mid-gap. A level found in the gap is therefore not by itself evidence that the strong bond was cut.

\textbf{Q.} Give me one example of each kind.

\textbf{A.} For a strong cut, take $t_1=1.0$, $t_2=2.5$ and $U=0.5$ eV. With energies in eV, \eqref{eq:f} is
\begin{equation}
0.25\lambda^2-15\lambda-6.25=0.
\end{equation}
Its negative root is $\lambda=-0.414$, and \eqref{eq:energy} gives $E=0.5(1-0.4\times0.414)=0.417$ eV. The positive root exceeds 1 and is discarded.

For a weak cut, take $t_1=2.5$, $t_2=1.0$ and $U=2.0$ eV. Then
\begin{equation}
10\lambda^2+3\lambda-2.5=0,\qquad
\lambda=\frac{-3\pm\sqrt{109}}{20}.
\end{equation}
Both roots count. The root $-0.672$ gives $E=2(1-2.5\times0.672)=-1.36$ eV, inside the gap. The root $0.372$ gives $E=2(1+2.5\times0.372)=3.86$ eV, above the upper band.

\textbf{Q.} You raised the end orbital by 2 eV, and the gap state lies at negative energy. That looks wrong.

\textbf{A.} Insert $b=U\lambda a/t_2$ into \eqref{eq:eb} to obtain $EU\lambda=t_2(t_1+t_2\lambda)$. For a weak cut the right side is positive, because $t_1>t_2$ and $|\lambda|<1$. Since $\lambda$ is negative in the gap, $E$ and $U$ have opposite signs. At the threshold $U=t_2$, where $\lambda=-1$, equation \eqref{eq:energy} gives $E=t_2-t_1$, the top of the lower band. The state has been pushed up out of that band.

A large shift makes the result easier to picture. An electron in the gap then almost avoids site 1, and the chain effectively begins at site 2. The bond missing there is $t_1$, so a weak cut has become a strong one. Indeed, for $|U|\to\infty$ the negative root of \eqref{eq:f} tends to $-t_2/t_1$, and $EU\lambda=t_2(t_1+t_2\lambda)$ gives
\begin{equation}
E\approx-\frac{t_1^2-t_2^2}{U}.
\end{equation}
The level approaches mid-gap without reaching it at finite $U$. For an original strong cut the exchange works the other way, and the gap state is lost.

\textbf{Q.} Is the threshold really at $t_2$ in both cases?

\textbf{A.} Diagonalization on either side of it agrees. For the strong cut, $t_2=2.5$ eV: there is one gap state at $U=2.25$ eV and none at 2.75 eV. For the weak cut, $t_2=1.0$ eV: there is none at 0.90 eV and one at 1.10 eV. In both cases the larger shift also produces one state beyond the outer edges.

\textbf{Q.} For a small shift, can I skip the quadratic?

\textbf{A.} For a strong cut, yes. At $U\to0$, \eqref{eq:f} reduces to $-t_2^3\lambda-t_1t_2^2=0$, so $\lambda\to-t_1/t_2$, with corrections of order $U^2$. Equation \eqref{eq:energy} then gives
\begin{equation}
E=U(1-r^2)+O(U^3).
\end{equation}
The level moves by the shift times the weight on the shifted orbital. For $U=0.5$ eV this is $0.5\times0.84=0.420$ eV, which is 0.7\% above the value 0.417 eV from the full equation.

\textbf{Q.} Suppose the end relaxes and changes a bond length instead of an orbital energy.

\textbf{A.} Then a hopping changes. Let the first bond become $t_1'\ne0$. At $E=0$ the $B_m$ still vanish one after another. On the other sublattice $A_2=-(t_1'/t_2)A_1$, and later ratios are unchanged. For a strong cut the state stays at zero energy, with a different end weight. For a weak cut the solution still grows into the chain, so no mid-gap state appears. This argument concerns $E=0$ and does not exclude other gap states.

\textbf{Q.} And hopping to second neighbours?

\textbf{A.} That moves the level away from the middle. Add a small hopping $t'$ between all second neighbours. These hoppings close triangles, so the sign of $t'$ can no longer be removed. It is meant in the basis where $t_1,t_2>0$, and it reverses on passing to that basis if the original product $t_1t_2$ was negative. To first order, the strong-cut state shifts by
\begin{equation}
2t'\sum_{m\ge1}A_mA_{m+1}=2t'(-r)\sum_{m\ge1}A_m^2=-2rt'.
\end{equation}
In the bulk, $t'$ adds $2t'\cos k$ to both bands. The gap edges are at $k=\pi$, so the gap centre moves by $-2t'$. The level ends up $2t'(1-r)$ from the centre.

\textbf{Q.} What does the state mean for charge at the end?

\textbf{A.} Return to $U=0$ and a strong cut. For each spin, the densities of all states on a given site add up to 1. States at $E$ and $-E$ have equal densities. Filling the lower band and half of the zero-energy state therefore gives $1/2$ per spin on every site. With one electron in the end state, counting both spins on average, each orbital holds one electron. If each orbital contributes one electron when neutral, the end is neutral. Removing that electron leaves one positive elementary charge, distributed as $A_m^2$, with 84\% on the end orbital in our example. This count ignores any response of the other electrons.

\textbf{Q.} May I then read off the levels of a dangling bond at a silicon--oxide interface?

\textbf{A.} No. A silicon atom there that lacks one partner can have three other bonds, and its levels depend on how the atoms relax and on electron repulsion. The chain does not determine the first and leaves out the second. The chain shows how an unpaired hybrid can keep a localized state although it is coupled to the rest of the solid. In the hybrid chain this requires the cut covalent bond to exceed the inner coupling $(\epsilon_p-\epsilon_s)/2$ in magnitude, and the level is fixed at mid-gap only while the facing hybrids alone couple between atoms. The numerical output below lists the values for the model.

\section*{Calculated quantities}
\begin{verbatim}
weak hopping = 1.00 eV
strong hopping = 2.50 eV
hopping ratio r = 0.4000
s and p energies in hybrid example = -1.00, 1.00 eV
coupling magnitude of hybrids = 1.00 eV
inner band edge |E| = 1.5000 eV
outer band edge |E| = 3.5000 eV
band gap = 3.0000 eV
strong cut: number of gap states = 1
strong cut: |end-state energy| below 1e-10 eV: True
weak cut: number of gap states = 0
weak cut: smallest |E| in 400-site chain = 1.5002 eV
end state, site 1: amplitude = +0.91652, weight = 0.84000
end state, site 3: amplitude = -0.36661, weight = 0.13440
end state, site 5: amplitude = +0.14664, weight = 0.02150
end state, site 7: amplitude = -0.05866, weight = 0.00344
largest even-site amplitude below 1e-10: True
weight in first two cells = 0.97440
amplitude decay length = 1.0914 cells
continued fraction, strong cut: end weight = 0.84000
continued fraction, weak cut: end weight = 0.00000
equal hoppings, 101 sites: end weight = 0.01961
equal hoppings, 401 sites: end weight = 0.00498
strong cut: slope dE/dU at small U = 0.84000
strong cut, U = 0.5 eV: first-order E = 0.4200 eV
strong cut, U = 0.50 eV: bound E = 0.4172 eV, lam = -0.4138
weak cut, U = 2.00 eV: bound E = -1.3601 eV, lam = -0.6720
weak cut, U = 2.00 eV: bound E = 3.8601 eV, lam = +0.3720
strong cut, U = 2.25 eV: gap states = 1, states beyond outer edges = 0
strong cut, U = 2.75 eV: gap states = 0, states beyond outer edges = 1
weak cut, U = 0.90 eV: gap states = 0, states beyond outer edges = 0
weak cut, U = 1.10 eV: gap states = 1, states beyond outer edges = 1
\end{verbatim}
